When does a stressed crystal surface under gravity first become unstable?

**Problem**

A thick crystal lies below its own liquid, with a flat horizontal interface at z = 0. The two phases can melt and freeze into each other, and the temperature is uniform. The crystal is stretched or compressed along x, so that its stress σxx exceeds the normal stress σzz by σ0. Deep in the crystal the strain is held fixed.

The model crystal has these round parameters, chosen for illustration:

surface stiffness Γ = 0.0002 J/m²
density difference, crystal minus liquid, D = 18 kg/m³
Young modulus E = 30 MPa, Poisson ratio ν = 0.33
gravity g = 9.80665 m/s²

Consider small corrugations along x,

h(x) = a cos kx, with ak ≪ 1.

(a) The stress is raised slowly from zero. At what σ0 does the flat interface first become unstable, and at what wavelength?

(b) Which wavelengths are unstable at 1.2 times that stress?

(c) Could the same onset be expected for ice floating on water?

**A tempting solution of part (a)**

A corrugation lets the stressed crystal relax. Averaged over the interface, the energy changes per unit area are

surface: +Γk²a²/4
gravity: +Dga²/4
elastic: −Mka²/2, where M = (1−ν²)σ0²/E.

Surface energy stabilises short waves. Elastic relaxation beats it when

Γk² < 2Mk, that is, k < 2M/Γ.

Gravity stabilises long waves. Elastic relaxation beats it when

Dg < 2Mk, that is, k > Dg/(2M).

An unstable wave must satisfy both conditions. Such a wave first exists when the two limits meet:

2M/Γ = Dg/(2M), so M = ½√(ΓDg).

The wavenumber at the meeting point is k = 2M/Γ = √(Dg/Γ). With the given parameters the wavelength is 6.69 mm and the stress is 1.78 kPa.

**Where it fails**

The three energies are correct, and they are derived below. The fault is that the elastic gain has been compared with each cost separately, although a corrugation pays both costs at once.

Put the proposed answer back into the total. At k = √(Dg/Γ) the surface term is Γk² = Dg. With M = ½√(ΓDg) the elastic term is

2Mk = √(ΓDg) · √(Dg/Γ) = Dg.

The total energy is then

(a²/4)(Γk² − 2Mk + Dg) = (a²/4)(Dg − Dg + Dg) = Dga²/4 > 0.

The interface is still stable. The gain covers one of two equal costs, so it has to double. Since M is proportional to σ0², the stress has to rise by a factor √2.

The wavelength is nevertheless right, and this helps to hide the fault. The two costs divided by k are Γk and Dg/k, whose product does not depend on k. The sum of two positive quantities with a fixed product is smallest where they are equal, and that is also where the two separate limits meet. A correct wavelength is therefore no evidence for a correct stress.

**The energies, derived**

*Surface.* Let γ(θ) be the interfacial energy at tilt θ, with tan θ = h′, and let the flat orientation be rough rather than a facet, so that γ is smooth there. The energy per unit projected area is γ(θ)√(1+h′²). To second order θ = h′, hence

γ(θ)√(1+h′²) = (γ + γ′h′ + ½γ″h′²)(1 + ½h′²)
= γ + γ′h′ + ½(γ+γ″)h′².

The linear term averages to zero over a wavelength. Since h′ = −ak sin kx, the mean of h′² is a²k²/2, and the cost is Γk²a²/4 with Γ = γ+γ″. The stiffness enters, not γ alone. The dependence of γ on strain is neglected.

*Gravity.* Raising the interface from 0 to h replaces liquid by heavier crystal. The cost per area is

∫₀ʰ Dgz dz = ½Dgh².

A depression costs the same. The mean of h² is a²/2, which gives Dga²/4.

*Stress field.* Measure stresses relative to the liquid pressure, so that the flat state has σxx = σ0 and σzz = σxz = 0. The corrugated surface must carry no excess traction. Its normal is proportional to (−h′, 1), so

−h′σxx + σxz = 0 and −h′σxz + σzz = 0.

To first order in a, these become conditions at z = 0:

σxz = σ0h′ = −σ0ak sin kx, σzz = 0.

Write the stress changes through an Airy function φ:

δσxx = ∂²φ/∂z², δσzz = ∂²φ/∂x², σxz = −∂²φ/∂x∂z.

This form satisfies force balance identically, and elastic compatibility requires ∇⁴φ = 0. The solutions that vary as cos kx and decay into the crystal (z < 0) are

φ = (A + Bz)e^{kz} cos kx.

At z = 0, δσzz = −k²A cos kx, so A = 0. The shear stress is then

σxz = kB(1+kz)e^{kz} sin kx.

Comparison with the surface condition gives B = −σ0a. The remaining component is

δσxx = B(2k+k²z)e^{kz} cos kx,

which at the surface equals −2σ0ak cos kx. Crests are relieved and troughs are loaded further, for tension and compression alike.

*Elastic energy.* The corrugation produces no strain along y, so δεyy = 0. At the surface δσzz = 0, and Hooke's law gives δσyy = νδσxx. Therefore

δεxx = (δσxx − νδσyy)/E = (1−ν²)δσxx/E.

In the flat state σzz and σxz vanish, and δεyy = 0, so the first-order change of the surface energy density is

δw = σ0δεxx = (1−ν²)σ0δσxx/E = −2Mka cos kx.

Now increase the amplitude by da. The surface moves by cos kx da. Imagine the new material being added in the same strained state as the surface beneath it, and the body then being allowed to relax. The body was in equilibrium before, so the relaxation changes the energy only at second order in da. The fixed deep strain means that the distant supports do no work. Writing w₀ for the uniform energy density of the flat state and ⟨ ⟩ for the average over x,

dF_el/da = ⟨(w₀ − 2Mka cos kx) cos kx⟩ = −Mka.

Integration from zero amplitude gives F_el = −Mka²/2, as used above.

**Correct solution of part (a)**

The total is

F = (a²/4)C(k), C(k) = Γk² − 2Mk + Dg.

The flat interface is unstable to a wave when C(k) < 0, that is, when

2M > Γk + Dg/k.

The right-hand side can be written as

Γk + Dg/k = (√(Γk) − √(Dg/k))² + 2√(ΓDg).

Its least value is 2√(ΓDg), reached where the square vanishes. Hence

kc = √(Dg/Γ), M = √(ΓDg),

λc = 2π√(Γ/(Dg)),

σc² = E√(ΓDg)/(1−ν²).

For the numbers, Dg = 18 × 9.80665 = 176.52 N/m³. The capillary length is

1/kc = √(0.0002/176.52) m = 1.064 mm,

and λc = 2π × 1.064 mm = 6.69 mm. For the stress, √(ΓDg) = 0.188 Pa and E/(1−ν²) = 33.7 MPa, so

σc = √(33.7×10⁶ × 0.188) Pa ≈ 2.5 kPa.

The elastic constants set the stress at onset but not the wavelength. The reason is that a deep, uniform elastic body has no length of its own. Its energy gain per area is quadratic in both σ0 and a, so on dimensional grounds it must be proportional to σ0²ka²/E. Elastic anisotropy changes the numerical factor, and with it M, but leaves kc unchanged for corrugations along the chosen direction.

The wavelength varies as the square root of Γ/D. A 10% change in Γ at fixed D therefore moves λc by about 5%, and σc by about 2.5%.

If D tends to zero, λc grows without limit and σc tends to zero. The condition for instability is then 2M > Γk, so the threshold stress of a given wave falls as √k. In that limit the size of the sample, rather than gravity, decides the longest available wave.

**Part (b): above the onset**

Let s = σ0/σc and κ = k/kc. Since M is proportional to σ0², M = s²√(ΓDg), and

C/(Dg) = κ² − 2s²κ + 1.

The unstable band lies between the roots

κ = s² ± √(s⁴−1).

For s = 1.2, s² = 1.44 and √(s⁴−1) = 1.036. The roots are 2.476 and 0.404, so wavelengths from 2.70 mm to 16.6 mm are unstable. The lowest C lies at κ = s², which gives

λ = 6.69 mm/1.44 = 4.64 mm.

This softest wave is also the fastest growing one if the interface moves at a speed proportional to the local thermodynamic driving force, with no delay from the transport of heat or matter. The driving force on the corrugation is then −Ca cos kx, and the growth rate is proportional to −C. If transport limits the motion, the rate contains a further dependence on k and its maximum can shift.

The value 6.69 mm thus belongs to the onset. For s = 1 + δ with small δ, the band edges are approximately κ = 1 ± 2√δ. A stress 1% above threshold already opens a band reaching about 20% to either side of kc.

**Conditions on the result**

The pressure difference Dgh between the phases also deforms the crystal slightly. The resulting change in elastic energy density is smaller than the gravity term by roughly the elastic strain,

(1−ν²)σc/E = 7.5×10⁻⁵,

so it can be neglected here.

The crystal must also be deep compared with 1/kc. For a depth H = 10 mm on a rigid base, kcH = 9.4. The disturbance has to reach the base and return, and its field contains a factor linear in depth, so the relative correction is of order

(kcH)² e^{−2kcH} ≈ 6×10⁻⁷.

This is only an order of magnitude. Solving the layer gives a reduction of the elastic gain by 1.3×10⁻⁶, which is still negligible.

For H = 1 mm, kcH is about 0.9 and the deep-crystal result no longer applies: on a rigid base the onset moves to about 5.5 mm and 2.8 kPa.

Only corrugations along x are considered. A stress along y can make another direction unstable first. For an isotropic crystal with ν = 0.33 and a stiffness equal in all directions, corrugations along x come first as long as σyy − σzz lies between about −0.34σ0 and σ0. A stress along y of opposite sign therefore matters well before it reaches the size of σ0.

The calculation is linear. It does not decide whether a corrugation of finite height could grow below σc, nor what shape develops above it.

The sign of the gravity term matters as well. If the lighter phase lay underneath, the term would be −Dg, and sufficiently long waves would be unstable without any stress.

**Part (c): ice on water**

Ice is lighter than water and floats on it, so gravity again stabilises the interface. With h measured from the ice into the water, the same formulas hold with D as the magnitude of the density difference. Rough values are Γ = 0.03 J/m², D = 83 kg/m³, E = 9 GPa and ν = 0.33. They give λc ≈ 38 mm and σc ≈ 0.22 MPa, provided the ice is thick compared with 1/kc ≈ 6 mm. A thin sheet with a free upper surface can stretch and bend, and is not described by these formulas. The model crystal of parts (a) and (b) is far from this case: its stiffness is 150 times smaller and its Young modulus 300 times smaller.

One assumption that is easily broken in ice is that of uniform temperature. Suppose the water becomes warmer away from the ice, with gradient G. A bump of height h then reaches water that is warmer by Gh. With ice density ρ, latent heat per mass L and melting temperature T, keeping the bump frozen costs ρLGh/T per volume at its tip, and the energy per area gains a term ½(ρLG/T)h². This has the form of the gravity term, so Dg is replaced by

Dg + ρLG/T.

This first estimate ignores the distortion of the temperature field by the corrugation. With the rounded values ρ = 920 kg/m³ and L = 330 kJ/kg, and T = 273.15 K, it makes the thermal term equal to gravity at G ≈ 0.7 mK/m. At 1 K/m it puts the onset at a wavelength of about 1.0 mm and a stress of about 1.4 MPa.

The distortion is not small, because ice conducts heat about four times better than water. For a corrugation that neither grows nor melts, G has to be replaced by the mean of the gradients in water and ice, weighted by their conductivities, roughly 0.56 and 2.2 W/(m K). If both phases carry the same heat flux, this mean is 0.41 times the gradient in the water. The thermal term then equals gravity at about 1.8 mK/m, and at 1 K/m the onset lies near 1.6 mm and 1.1 MPa. The wavelength is still more than 20 times shorter than the isothermal value, so the onset is no longer limited by gravity. A stress of this size is also close to the tensile strength of ice, roughly 1 MPa, so ice under tension may crack first.

Ice also creeps. Take a cubic creep law with the rough coefficient 2.4×10⁻²⁴ Pa⁻³ s⁻¹. For incompressible flow in plane strain, where σyy − σzz = σ0/2, the deviatoric stress along x is σ0/2, and the strain rate at the isothermal threshold is

2.4×10⁻²⁴ × (0.223×10⁶/2)³ s⁻¹ ≈ 3.3×10⁻⁹ s⁻¹.

The elastic strain there is 2.2×10⁻⁵. At this rate, creep would use it up in about 1.8 hours. The initial rate depends on σyy: the time is 1.6 hours for σyy − σzz = νσ0 and 1.0 hour for σyy = σzz. At 1.1 MPa the same law leaves only 3 to 5 minutes.

A gravity-limited onset in ice would therefore require temperature gradients in the water well below about 2 mK/m, and a corrugation that develops before creep removes the stress. With the deep strain held fixed, the second condition is not met. The latent heat must be conducted away through both phases, which limits the growth rate to −(k_w+k_i)kTC/(ρL)², with k_w and k_i the two conductivities. At 1.2 times the isothermal threshold the fastest wave then needs about 17 years to grow by a factor e, while creep acts within an hour or two. At 1 K/m, again at 1.2 times the threshold, growth takes about 11 hours and creep a few minutes. The interface must also be rough, whereas a basal face of ice in water can be faceted. The 38 mm wavelength is the isothermal elastic limit for a rough interface, not a prediction for ordinary floating ice.
